Sound waves in a stressed crystal: the propagation tensor and Voigt symmetry

Squeeze a crystal between two anvils along x and send two shear waves through it. One travels along y with its atoms moving along x; the other travels along x with its atoms moving along y. The first slides planes normal to y over each other, the second planes normal to x, but both produce the same symmetric xy shear strain, and in an unstressed crystal with suitably aligned symmetry axes a single elastic constant governs both. Under the load their speeds differ. Density functional perturbation theory meets the same situation when it supplies the dynamical matrix of a strained cell: the slopes of the acoustic branches are not given by the second derivatives of the energy with respect to strain. What is missing is a term in the stress itself.

Let the stressed crystal be the reference state. Its cell has volume V and atoms κ of mass M_κ, with total mass M and density ρ = M/V. Tractions on the distant surface maintain a homogeneous stress σ, positive for tension, and the net force on every atom vanishes. The electrons follow the nuclei adiabatically, the nuclei move harmonically about static positions, and the response is short-ranged. The last condition excludes an insulator in which the wave sets up a macroscopic electric field, since that field adds an energy absent from a deformation at zero field. Repeated Cartesian indices are summed.

Short range lets us write the total energy as a sum over cells of a local energy e, which depends on the positions of nearby atoms a relative to atom 1 of the cell. Let x_a be such a relative position at rest and δd_a its change. To second order

e = e₀ + Σ_a g_a,i δd_a,i + ½ Σ_aa' K^aa'_ik δd_a,i δd_a',k.

In the total energy, the coefficient with which the linear term multiplies each atomic displacement is minus the net force on that atom, which is zero. Waves therefore feel K alone. The stress has not been lost: K contains the change in direction of forces already present when the atoms turn about each other.

Give sublattice κ the displacement Re[U_κ exp(i q·r − iωt)], with r the rest position of the atom. Then δd_a = Re[Δ_a exp(i q·r₁ − iωt)], where r₁ is the position of atom 1 and

Δ_a = U_κ(a) exp(i q·x_a) − U₁.

Averaged over a period, the potential energy per cell is W/4, with

W = Σ_aa' K^aa'_ik Δ*_a,i Δ_a',k,

and the kinetic energy is ¼ω² Σ_κ M_κ|U_κ|². The form W, written in the amplitudes U_κ, is the dynamical matrix before division by masses. The equations of motion state that

L = W − ω² Σ_κ M_κ|U_κ|²

is stationary with respect to every amplitude.

In a long acoustic wave the sublattices move nearly together. Put U₁ = U and U_κ = U + i w_κ, with w₁ = 0 and w_κ of order q. Expanding the exponential gives

Δ_a = i[U(q·x_a) + w_κ(a)] + O(q²).

Since Δ_a starts at order q, the neglected part changes W at order q³. In the kinetic term ω² is of order q², so w_κ enters there at order q³ or higher. To order q², then, L = W₂(U, w) − ω²M|U|², where

W₂ = Σ_aa' K^aa'_ik [U_i(q·x_a) + w_κ(a),i] [U_k(q·x_a') + w_κ(a'),k].

All coefficients are real, so U and w may be taken real. Inertia has dropped out of the condition on w: the sublattices settle where W₂ is stationary. This requires that no optical mode has zero frequency at q = 0; otherwise the shifts are not determined by a linear restoring force, and the expansion fails.

Now compare a homogeneous deformation r → F r, with gradient G = F − 1 and sublattice shifts s_κ. It changes the relative positions by

δd_a,i = G_ij x_a,j + s_κ(a),i.

With G_ij = U_i q_j and s = w these are the brackets in W₂. The linear term of e is linear in G and s, so it contributes nothing to second derivatives, and W₂ is twice the second-order energy of the deformation. The part of the linear term proportional to s_κ is minus the net force on an atom of sublattice κ and vanishes, so the shifts are fixed by the second-order energy alone: making W₂ stationary in w gives the relaxed energy E(F) to second order. Define

A_ijkl = (1/V) ∂²E/∂F_ij∂F_kl at F = 1.

Then W₂ = V A_ijkl U_i q_j U_k q_l after relaxation. Varying U in L, using A_ijkl = A_klij, and dividing by 2V gives

ρω² U_i = A_ijkl q_j q_l U_k.

This is the propagation tensor: an energy derivative with respect to the full displacement gradient, rotation included.

The Lagrangian elastic tensor is a derivative with respect to strain. A rigid rotation of the whole crystal leaves its internal energy unchanged. Since any F is a rotation times the stretch √(FᵀF), the relaxed energy depends on F through

η_mn = ½(F_pm F_pn − δ_mn), E(F) = Ẽ(η).

Treating the nine components of η as independent in a function symmetric under m ↔ n, define at η = 0

σ_mn = (1/V) ∂Ẽ/∂η_mn, C_ijkl = (1/V) ∂²Ẽ/∂η_ij∂η_kl.

The symmetry of η gives C the full Voigt symmetry: i ↔ j, k ↔ l, and exchange of the two pairs.

That this σ is the mechanical stress follows from the work of the surface tractions. For a small gradient G, a body of volume Ω receives the work ∮ σ_ij n_j G_ik x_k dS = Ω σ_ij G_ij by the divergence theorem. This must equal the first-order energy change. To first order η is the symmetric part of G, so the energy change is Ω(1/V)(∂Ẽ/∂η_ij)G_ij, as required.

The derivatives of η are

∂η_mn/∂F_ij = ½(δ_jm F_in + F_im δ_jn),

∂²η_mn/∂F_ij∂F_kl = ½δ_ik(δ_jm δ_ln + δ_lm δ_jn).

The chain rule for E(F) = Ẽ(η) has two parts. The second derivative of Ẽ is multiplied by two first derivatives of η; at F = 1 these merely symmetrize index pairs in which C is already symmetric, and leave V C_ijkl. The first derivative of Ẽ, which is Vσ_mn, is multiplied by the second derivative of η, giving V·½δ_ik(σ_jl + σ_lj) = V δ_ik σ_jl. Hence

A_ijkl = C_ijkl + δ_ik σ_jl.

A crystal with one atom per cell and pair energy φ(r) shows both terms directly. Every atom is an inversion centre, so no shifts arise, and E = ½Σφ(|F x|), summed over the neighbours of one atom. Differentiating twice at F = 1 gives

A_ijkl = (1/2V) Σ [(φ″ − φ′/r) x_i x_j x_k x_l / r² + δ_ik (φ′/r) x_j x_l].

The last part is δ_ik σ_jl, because σ_jl = (1/2V) Σ(φ′/r) x_j x_l. Regrouped, the force constant of one bond is φ″ x_i x_k/r² + (φ′/r)(δ_ik − x_i x_k/r²). For a relative displacement perpendicular to the bond only δ_ik φ′/r survives, and it is the restoring effect of a stretched string: a bond under tension resists being turned, whatever its stiffness φ″. For a displacement along the bond the same term is cancelled by the −φ′/r contained in C, and φ″ remains.

The stress term has a simple effect on the waves. For q = q n, with n a unit vector, it contributes δ_ik (n·σ·n) q², a multiple of the unit matrix. If c_α(n) are the eigenvalues of C_ijkl n_j n_l, then

ρ v_α² = c_α(n) + n·σ·n.

Every branch receives the same addition, the normal traction on the wave fronts, and the polarizations remain those of C. Compression across the wave fronts lowers ρv² relative to c_α, although C itself also depends on the state of compression. A branch becomes unstable in the long-wave limit when c_α + n·σ·n falls below zero, not when c_α does.

The symmetry of A can now be read off. Exchange of the pairs (ij) and (kl) survives, because σ is symmetric. Exchange within a pair gives

A_ijkl − A_jikl = δ_ik σ_jl − δ_jk σ_il.

Setting i = k and summing turns the right side into 3σ_jl − σ_jl = 2σ_jl. It vanishes for all indices only if σ = 0, so any initial stress, even pure pressure, removes the Voigt symmetry of A.

This does not mean that A gives energy to a true rotation. For an antisymmetric gradient ω the part with C vanishes, and A gives the energy density ½σ_jl ω_ij ω_il. But a rotation has G = ω + ½ω² to second order, and the stress does the additional work ½σ_jl(ω²)_jl = −½σ_jl ω_ij ω_il. The two cancel.

Whether the loss of symmetry can be seen in waves is a separate question. The product q_j q_l selects the part of A symmetric in j and l,

b_ik,jl = ½(A_ijkl + A_ilkj) = ½(C_ijkl + C_ilkj) + δ_ik σ_jl.

The second-order expansion of the dynamical matrix, with the sublattice shifts eliminated, yields b and no more. Suppose that a tensor T with full Voigt symmetry produced the same b. Then

b_jl,ik = ½(T_jilk + T_jkli) = ½(T_ijkl + T_ilkj) = b_ik,jl,

where the first term was reordered within its pairs, and the second by exchanging its pairs and then reordering within them. The same steps apply to the part of the true b that contains C, which therefore cancels in the difference

b_ik,jl − b_jl,ik = δ_ik σ_jl − δ_jl σ_ik.

A Voigt-symmetric description needs this to vanish. Summing over i = k gives 3σ_jl = (tr σ)δ_jl: the stress must be isotropic. Under deviatoric stress no set of 21 elastic constants reproduces the long waves.

For σ_jl = −p δ_jl such a set does exist. Take

B_ijkl = C_ijkl + p(δ_ij δ_kl − δ_il δ_jk − δ_ik δ_jl),

which is unchanged by all Voigt exchanges. Averaging the bracket with its copy in which j and l are interchanged gives

½[(δ_ij δ_kl − δ_il δ_jk − δ_ik δ_jl) + (δ_il δ_jk − δ_ij δ_kl − δ_ik δ_jl)] = −δ_ik δ_jl,

so B and A have the same b. Under pressure the asymmetry of A is real as a property of the energy, but bulk waves do not reveal it.

A model crystal allows each statement to be checked with numbers. It has the hcp structure with nearest-neighbour distance 3 Å and masses 40 u and 60 u. The energy of an atom, in eV, is

0.1 Σ exp[−10(r/3 Å − 1)] − 1.3 {Σ exp[−5(r/3 Å − 1)]}^½,

summed over a fixed list of 18 neighbours. The square root makes the forces many-body. The ideal lattice is deformed by a few per cent, shear included. The atoms are not inversion centres, and the second sublattice shifts by (0.030, −0.083, 0.000) Å as it relaxes. The resulting density is 4486 kg/m³, and the stress in GPa is

σ_xx = −6.08, σ_yy = −1.76, σ_zz = −3.41,
σ_yz = 0.51, σ_xz = 0.24, σ_xy = 0.42.

This stress comes from the strain derivative of the energy. Sliding one half of the crystal rigidly against the other gives the force per area on the dividing plane, and it agrees with σ·n.

The strain derivatives also give C_xyxy = 22.30 GPa. The formula for A then predicts

A_xyxy = 22.30 − 1.76 = 20.54 GPa,
A_xyyx = 22.30 GPa,
A_yxyx = 22.30 − 6.08 = 16.22 GPa.

Direct differentiation with respect to F returns these three values, which would coincide without stress. Relaxation matters too: holding the sublattices clamped changes the largest affected component of C by 12.4 GPa.

An independent calculation displaces single atoms, collects the force constants, and expands the dynamical matrix at small q. It gives b_xx,yy = 20.54 GPa and b_yy,xx = 16.22 GPa. These are the matrix elements for the two shear motions of the opening paragraph; in this triclinic state they are not themselves values of ρv², because the polarizations are mixed. Their difference, 4.32 GPa, equals σ_yy − σ_xx = −1.76 + 6.08 GPa. The elastic constant has cancelled, and lattice dynamics alone has measured a stress difference.

The least-squares fit of b by 21 Voigt constants leaves a largest residual of 2.16 GPa, half of 4.32 GPa. The reason is that a Voigt-symmetric T can be recovered from its own b through

T_ijkl = b_ik,jl + b_jk,il − b_ij,kl,

as substitution of b in terms of T confirms. Different T thus give different b, and the 21 constants span the whole 21-dimensional space of b symmetric under exchange of its index pairs. The fit reproduces that symmetric part and leaves ½(δ_ik σ_jl − δ_jl σ_ik), whose largest element here is ½(σ_yy − σ_xx).

For waves along n = (1, 2, 2)/3 the three speeds are, in km/s,

from the dynamical matrix at q = 0.001 Å⁻¹: 2.752, 2.932, 5.467
from A: 2.752, 2.932, 5.467
from C without the stress term: 2.840, 3.015, 5.513.

Relative to the correct speeds, omitting the stress term gives errors of 3.2, 2.8 and 0.8 per cent. The common shift of ρv² explains the pattern. Here

n·σ·n = [σ_xx + 4σ_yy + 4σ_zz + 4σ_xy + 4σ_xz + 8σ_yz]/9 = −2.23 GPa,

and for the slowest branch ρ(2.752² − 2.840²) (km/s)² is −2.2 GPa as well. The same shift is a smaller fraction of the larger ρv² of the fast branch.

At q = 0.2 Å⁻¹, a wavelength of about 31 Å, the lattice speeds are 2.757, 2.903 and 5.362 km/s. They depart from the limit by +0.2, −1.0 and −1.9 per cent, so for the fast branch dispersion already exceeds the effect of the stress term. Reversing q replaces the dynamical matrix by its complex conjugate and leaves the frequencies unchanged. For separate branches the first correction to v² is therefore of order q². Halving q from 0.04 to 0.02 Å⁻¹ reduces the combined error of the three v² by a factor of 4.00, as it should.

In a second state the ideal lattice is compressed under the condition that the stress be isotropic. With the basal lengths scaled by 0.98, the axial scale also comes out as 0.98, so the ideal axial ratio is kept. In this model that follows from geometry. In units of the nearest-neighbour distance, the 12 nearest neighbours have Σx² = Σy² = Σz² = 4, and so do the 6 next ones. Within a shell all bonds carry the same force, so each shell contributes an isotropic stress.

The pressure is 6.72 GPa and C_xyxy is 40.15 GPa. Hence A_xyxy = 40.15 − 6.72 = 33.44 GPa from the unrounded values, while A_xyyx stays at 40.15 GPa: the asymmetry equals the pressure. The tensor B has 33.44 GPa in both places, and its b agrees with the lattice result to better than 0.001 GPa. The fit by 21 constants, which failed by 2.16 GPa under general stress, now succeeds to about 0.0001 GPa. The full set of values is in the numerical output below.

Computed values

```
MODEL: repulsion, band energy (eV): 0.1 1.3
decay numbers p, q (no unit); length r0 (angstrom): 10.0 2.5 3.0
masses (u): 40.0  60.0 ; neighbours per atom: 18
STATE 1, general stress; applied deformation of ideal hcp, rows:
    0.960  0.020  0.000
    0.000  1.020  0.015
    0.010  0.000  0.990
cell volume (angstrom^3): 37.0158
density (kg/m^3): 4486.0
sublattice shift on relaxing (angstrom): 0.03040  -0.08329  0.00031
stress xx yy zz (GPa): -6.0764  -1.7586  -3.4117
stress yz xz xy (GPa): 0.5066  0.2442  0.4176
unit normal of cut plane: -0.0104  0.0002  0.9999
traction from half-crystal shift (GPa): 0.3076  0.5018  -3.4140
sigma.normal (GPa): 0.3076  0.5018  -3.4140
C xxxx yyyy zzzz (GPa): 192.363  138.484  171.716
C yzyz xzxz xyxy (GPa): 35.594  26.905  22.301
largest change of C if ions are clamped (GPa): 12.400
A by direct differentiation, xyxy xyyx yxyx (GPa): 20.542  22.301  16.224
largest |A_direct - (C + stress term)| (GPa): 2.5e-07
largest |b_lattice - b_formula| (GPa): 6.3e-04
b_xx,yy and b_yy,xx from lattice dynamics (GPa): 20.542  16.224
their difference; sigma_yy - sigma_xx (GPa): 4.318  4.318
largest misfit of best 21 Voigt constants (GPa): 2.159
SOUND SPEEDS along (1,2,2)/3, three branches (km/s)
lattice, q = 0.2 /angstrom:   2.7565  2.9026  5.3620
lattice, q = 0.001 /angstrom: 2.7516  2.9318  5.4674
formula with A:               2.7516  2.9318  5.4674
C alone, stress term omitted: 2.8404  3.0153  5.5126
error ratio of v^2, q = 0.04 to q = 0.02 /angstrom: 4.000
STATE 2, hydrostatic; basal scale 0.98, axial scale: 0.98000
pressure (GPa): 6.7155
A xyxy xyyx (GPa): 33.436  40.152
C xyxy, B xyxy (GPa): 40.152  33.436
largest |b_lattice - b from B| (GPa): 3.9e-04
largest misfit of best 21 Voigt constants (GPa): 1.2e-04
```
